# Selecting excited states with the Omega function in variational Monte Carlo

Suppose that an excited state is to be found by adjusting the parameters of a trial function until its mean energy is lowest. If the family also contains good approximations to the ground state, and no symmetry separates the two, the search loses its target. Take one electron in a symmetric well whose second excited level is 0.753 eV. Its wave function is even, like that of the ground state. A two-parameter even trial function, started near the second excited state and optimized for energy, ends at 0.143 eV with a weight of 0.999999 on the ground state. Minimizing the energy variance does not settle the matter either: the variance is zero in every eigenstate, so it does not say which one is wanted.

A function that does make the choice uses an energy $\omega$ set by the user. Let $H$ be the Hamiltonian, a self-adjoint operator, and define

$$
\Omega(\Psi)=\frac{\langle \omega-H\rangle}{\langle(\omega-H)^2\rangle},
\qquad
\langle X\rangle=\frac{\langle\Psi|X|\Psi\rangle}{\langle\Psi|\Psi\rangle}.
$$

Both $\Psi$ and $H\Psi$ must have finite norm, and the denominator means $\|(\omega-H)\Psi\|^2/\|\Psi\|^2$. Thus a trial function with a kink that leaves a delta function in $H\Psi$ is excluded. Assume also that $\omega$ does not belong to the spectrum of $H$. Then $(\omega-H)\Psi$ cannot vanish for nonzero $\Psi$, and the denominator is positive. Since $\omega$ is an energy, $\Omega$ has the dimension of an inverse energy.

To express $\Omega$ through familiar quantities, let $E=\langle H\rangle$ and $\sigma^2=\langle(H-E)^2\rangle$. Write $\omega-H=(\omega-E)-(H-E)$ and square it:

$$
\langle(\omega-H)^2\rangle=(\omega-E)^2-2(\omega-E)\langle H-E\rangle+\langle(H-E)^2\rangle .
$$

The middle term vanishes because $\langle H-E\rangle=E-E=0$. The numerator of $\Omega$ is $\omega-E$, so

$$
\boxed{\;\Omega=\frac{\omega-E}{(\omega-E)^2+\sigma^2}\;}
$$

In an eigenstate of energy $E_n$ the variance is zero and $\Omega=1/(\omega-E_n)$. This is positive for levels below $\omega$ and negative for levels above it. Among the negative values, the lowest belongs to the level closest to $\omega$ from above. Comparing eigenstates with each other is not yet a proof, because a superposition might give a lower value still.

Let $E_k$ be the lowest point of the spectrum above $\omega$, and let it be an eigenvalue. Subtract the supposed minimum $1/(\omega-E_k)=-1/(E_k-\omega)$ from $\Omega$ and bring the two terms to a common denominator:

$$
\Omega-\frac{1}{\omega-E_k}
=\frac{(E_k-\omega)\langle\omega-H\rangle+\langle(\omega-H)^2\rangle}
{(E_k-\omega)\,\langle(\omega-H)^2\rangle}.
$$

In the numerator, take out the common factor $\omega-H$. The other factor is $(E_k-\omega)+(\omega-H)=E_k-H$. Reversing the sign of both factors leaves their product unchanged, hence

$$
\Omega-\frac{1}{\omega-E_k}
=\frac{\langle(H-\omega)(H-E_k)\rangle}
{(E_k-\omega)\,\langle(H-\omega)^2\rangle}.
$$

The denominator is positive. For the numerator, expand a normalized $\Psi$ in eigenstates, $\Psi=\sum_n c_n\psi_n$:

$$
\langle(H-\omega)(H-E_k)\rangle=\sum_n|c_n|^2(E_n-\omega)(E_n-E_k).
$$

A continuous part of the spectrum contributes an integral with the same integrand. If $E_n<\omega$, both factors are negative and their product is positive. If $E_n>E_k$, both are positive. If $E_n=E_k$, the product is zero. There is no other case, since no part of the spectrum lies between $\omega$ and $E_k$. Therefore

$$
\Omega(\Psi)\ge\frac{1}{\omega-E_k},
$$

with equality if and only if all the weight of $\Psi$ lies on the level $E_k$. This is the required minimum principle. If the level is degenerate, every state in its eigenspace is a minimizer. No orthogonality to lower states was imposed: they raise $\Omega$ of their own accord.

The same identity shows what a small error in the wave function does. Put $\Psi=\psi_k+\varepsilon\chi$, with $\chi$ normalized and orthogonal to the eigenspace of $E_k$. Cross terms vanish, because $H$ acting on $\psi_k$ gives a multiple of $\psi_k$. The normalization of $\Psi$ cancels between numerator and denominator, which leaves

$$
\Omega-\frac{1}{\omega-E_k}=
\frac{\varepsilon^2\langle\chi|(H-\omega)(H-E_k)|\chi\rangle}
{(E_k-\omega)\left[(E_k-\omega)^2+\varepsilon^2\langle\chi|(H-\omega)^2|\chi\rangle\right]} .
$$

The error is quadratic in $\varepsilon$ and positive. The error of the mean energy, $E-E_k=\varepsilon^2\langle\chi|H-E_k|\chi\rangle/(1+\varepsilon^2)$, is also quadratic but becomes negative when $\chi$ consists of lower states. That is the path by which energy minimization escapes. In a numerical check on a six-level matrix, halving $\varepsilon$ from 0.01 to 0.005 reduced the error of $\Omega$ by a factor of 3.997. The small deficit from 4 comes from the $\varepsilon^2$ term in the denominator.

An optimizer could still be trapped if $\Omega$ had other local minima. To find its stationary points, vary $\Psi$ by $\delta\Psi$. Stationarity of a ratio requires the change of the numerator to equal $\Omega$ times the change of the denominator. Using both $\delta\Psi$ and $i\,\delta\Psi$ separates the two conjugate halves of this condition:

$$
\langle\delta\Psi|(\omega-H)\Psi\rangle
=\Omega\,\langle(\omega-H)\delta\Psi|(\omega-H)\Psi\rangle .
$$

Because $\omega$ is off the spectrum, $\omega-H$ has a bounded inverse, and $\eta=(\omega-H)\delta\Psi$ can be any vector. With $\phi=(\omega-H)\Psi$ the condition reads $\langle\eta|(\omega-H)^{-1}\phi\rangle=\Omega\langle\eta|\phi\rangle$ for all $\eta$, so $(\omega-H)^{-1}\phi=\Omega\phi$, that is,

$$
\Psi=\Omega(\omega-H)\Psi
\quad\Longrightarrow\quad
H\Psi=\left(\omega-\frac1\Omega\right)\Psi .
$$

Here $\Omega\ne0$, since otherwise $\Psi$ would vanish. The stationary points are thus eigenstates. At an eigenstate $\psi_j$ of another level, mix in a little of the target, $\Psi=\psi_j+\varepsilon\psi_k$. The definition gives

$$
\Omega=\frac{(\omega-E_j)^2\,\dfrac{1}{\omega-E_j}+\varepsilon^2(\omega-E_k)^2\,\dfrac{1}{\omega-E_k}}
{(\omega-E_j)^2+\varepsilon^2(\omega-E_k)^2},
$$

a weighted average of $1/(\omega-E_j)$ and the smaller number $1/(\omega-E_k)$. Any nonzero $\varepsilon$ lowers it, so $\psi_j$ is not a local minimum. This holds in the full space. A restricted, nonlinear family of trial functions may have false minima of its own.

The position of $\omega$ decides which state is found. Below the whole spectrum, it selects the ground state. As $\omega\to-\infty$ for states of fixed $E$ and $\sigma$, expansion gives $\Omega=1/\omega+E/\omega^2+O(\omega^{-3})$, and minimizing $\Omega$ becomes ordinary energy minimization. If $\omega$ equals an eigenvalue $E_j$, the component $c_j$ drops out of both numerator and denominator. Then $\psi_j$ can be mixed into the minimizer without changing $\Omega$, and uniqueness is lost; for $\psi_j$ alone, $\Omega$ is the undefined ratio $0/0$. If the spectrum above $\omega$ begins with a continuum edge that is not an eigenvalue, the inequality survives but no normalizable state attains it. Finally, a finite matrix may have no level above $\omega$. All values $1/(\omega-E_n)$ are then positive, and the smallest belongs to the lowest level, not to one near $\omega$. Free minimization for the six-level matrix, from random starts with $\omega$ in each gap and beyond both ends, reached the predicted state in every case.

The minimum principle also yields an energy bound. Let $E>\omega$, so that $\Omega<0$. The inequality says $-\Omega\le1/(E_k-\omega)$. Both sides are positive, and taking reciprocals reverses the order:

$$
E_k-\omega\le-\frac1\Omega=\frac{(E-\omega)^2+\sigma^2}{E-\omega}
=E-\omega+\frac{\sigma^2}{E-\omega}.
$$

Adding $\omega$ gives

$$
E_k\le E+\frac{\sigma^2}{E-\omega}.
$$

The mean energy $E$ alone is not an upper bound to an excited level; the second term pays for possible admixture of lower states. The bound concerns the first level above $\omega$. To call that level the second excited one, it must be known that $\omega$ lies between the first and second excited levels, or, for trial functions of fixed parity, between the target level and the next lower level of the same parity.

With an imperfect trial function, $\Omega$ weighs energy against variance. Set $d=E-\omega$, so that $\Omega=-d/(d^2+\sigma^2)$. Its partial derivatives are

$$
\frac{\partial\Omega}{\partial E}=\frac{d^2-\sigma^2}{(d^2+\sigma^2)^2},
\qquad
\frac{\partial\Omega}{\partial(\sigma^2)}=\frac{d}{(d^2+\sigma^2)^2}.
$$

At fixed $\sigma>0$, $\Omega$ falls with $E$ for $0<d<\sigma$ and rises for $d>\sigma$. For $d\le0$ it is not negative. Its minimum is therefore at $E=\omega+\sigma$, where $\Omega=-1/(2\sigma)$. If $\omega$ is so close to the target that $d<\sigma$, the function rewards a higher mean energy. For $d>\sigma$ it rewards both lower energy and lower variance, in the proportion $1:d/(d^2-\sigma^2)$. The weight of the variance grows as $d$ decreases towards $\sigma$, so the optimized parameters can depend on $\omega$.

For the electron in the well, the Hamiltonian is

$$
H=-\frac{\hbar^2}{2m_e}\frac{d^2}{dx^2}+A\left(\frac{x}{L}\right)^2+B\left(\frac{x}{L}\right)^4,
$$

with $L=1$ nm, $A=0.5$ eV and $B=0.1$ eV. These are model parameters, and $\hbar^2/(2m_e)=0.0381$ eV nm². Diagonalization on a grid gives 0.143277, 0.439296 and 0.752879 eV for the levels $E_0$, $E_1$ and $E_2$. The trial function is

$$
\Psi=p\,g,\qquad p=\cos t-qx^2,\qquad q=2a\sin t,\qquad g=e^{-ax^2/2}.
$$

Since $g'=-axg$ and $g''=(a^2x^2-a)g$, while $p'=-2qx$ and $p''=-2q$, the product rule $\Psi''=p''g+2p'g'+pg''$ gives

$$
\Psi''=\left[-2q+4aqx^2+(a^2x^2-a)p\right]g ,
$$

from which $H\Psi$ follows.

Choose $\omega=0.6$ eV, between $E_1$ and $E_2$. At the energy-optimized function, which is nearly the ground state, $\Omega=2.19$ eV⁻¹. Simplex or gradient minimization of $\Omega$ from this point leads to $a=4.197$ nm⁻², a node at $|x|=0.3518$ nm, and a weight of 0.9996 on the second excited state. A coarse scan over both parameters found no lower value. The family does have false minima of the kind mentioned above, near $a=0.31$ nm⁻² ($\Omega\approx-0.10$ eV⁻¹) and $a=81$ nm⁻² ($\Omega\approx-0.20$ eV⁻¹), and an optimizer that takes long steps in $a$ can end in the second of them from the same start. The moments are $E=0.753407$ eV and $\sigma^2=0.00072855$ eV², so $d=0.153407$ eV and

$$
\Omega=-\frac{0.153407}{0.153407^2+0.00072855}\ \mathrm{eV}^{-1}
=-6.323\ \mathrm{eV}^{-1},
$$

or $-3.946\times10^{19}$ J⁻¹. The lowest possible value is $-1/(0.752879-0.6)=-6.541$ eV⁻¹. The excess of 0.218 eV⁻¹ is 3.3% of the magnitude of that limit, and agrees with the spectral sum derived above. The energy bound is

$$
E_2\le0.753407+\frac{0.00072855}{0.153407}=0.758156\ \mathrm{eV},
$$

or $1.2147\times10^{-19}$ J. It lies 0.0053 eV above the grid level. The mean energy is closer, 0.0005 eV above it, but carries no such guarantee.

Most of the remaining weight, $3.6\times10^{-4}$, lies on state 6; state 4 has $3.4\times10^{-5}$ and state 0 only $9\times10^{-10}$. The dominance of state 6, though not the ratio of the two smaller weights, follows from first-order counting in the oscillator functions $\varphi_n$ that belong to the Gaussian $g$. At $\tan t=1$ the trial function is proportional to $\varphi_2$. Changing $t$ mixes in $\varphi_0$. Changing $a$ only rescales $x$, because $\Psi$ depends on $ax^2$ alone, and to first order a rescaling couples $\varphi_n$ only to $\varphi_{n\pm2}$, here $\varphi_0$ and $\varphi_4$. The quartic term also couples $\varphi_2$ to $\varphi_6$, which neither parameter can supply at this order. With $x=(b+b^\dagger)/\sqrt{2a}$, where $b^\dagger$ raises $n$ by one with factor $\sqrt{n+1}$, only $(b^\dagger)^4$ contributes to this element, so $B\langle\varphi_6|x^4|\varphi_2\rangle/L^4=B\sqrt{3\cdot4\cdot5\cdot6}/(2aL^2)^2=0.027$ eV at $a=4.197$ nm⁻². This matches the computed $\sigma=0.027$ eV, so the residual variance is almost entirely this uncancelled component. Changing $\omega$ from 0.5 to 0.7 eV raises the optimized $E$ by just $3\times10^{-6}$ eV and slightly lowers $\sigma$, in line with the growing weight of the variance. The bound, however, loosens from 0.7563 to 0.7670 eV, because $E-\omega$ stands in its denominator.

In Monte Carlo work the integrals become averages over sampled points. For real $\Psi$, define the local energy $E_L=H\Psi/\Psi$. Then

$$
\Omega=\frac{\int\Psi^2(\omega-E_L)\,dx}{\int\Psi^2(\omega-E_L)^2\,dx},
$$

so points drawn from $\Psi^2$ give $\Omega$ as a ratio of two sample means. The means exist, but the statistical error of the denominator may not. Let $R=(\omega-H)\Psi$, and let $\Psi$ have a simple node at $x_0$ where $R(x_0)\ne0$. The variance of the sampled square involves the fourth moment, and near the node

$$
\int_{|x-x_0|>\delta}\Psi^2\left(\frac{R}{\Psi}\right)^4dx
=\int_{|x-x_0|>\delta}\frac{R^4}{\Psi^2}\,dx
\simeq\frac{2R(x_0)^4}{\Psi'(x_0)^2\,\delta}.
$$

This diverges as $\delta\to0$. In the example, $p=0$ at the node, so $R=(\hbar^2/2m_e)\Psi''$ with $\Psi''=2q(2ax_0^2-1)g$. The optimized parameters give $2ax_0^2=1.039$, not 1, and $R$ does not vanish. Integrating out to $10^{-3}$ nm from the node, a cutoff reduced from $10^{-5}$ to $10^{-6}$ nm should multiply the integral by $(10^6-10^3)/(10^5-10^3)=10.09$; the computed factor is 10.090.

The cure is to sample a density that does not vanish at the node unless $R$ does:

$$
G=\Psi^2+\frac{R^2}{s^2},
$$

where $s$ is a fixed energy. Multiplying and dividing the integrands by $G$ gives

$$
\Omega=\frac{\langle u\rangle_G}{\langle v\rangle_G},\qquad
u=\frac{\Psi R}{G},\qquad v=\frac{R^2}{G},
$$

and the normalization of $G$ cancels. Since $G\ge R^2/s^2$, $v\le s^2$. Since $(|\Psi|-|R|/s)^2\ge0$, $G\ge2|\Psi R|/s$ and $|u|\le s/2$. Both variances are finite.

For $N$ independent points with sample means $\bar u$ and $\bar v$, the deviation of the estimate is $\bar u/\bar v-\Omega=(\bar u-\Omega\bar v)/\bar v$. The numerator has mean zero, so to leading order for large $N$ the $\bar v$ below it may be replaced by its mean:

$$
\text{standard error}=\frac{1}{\langle v\rangle_G}\sqrt{\frac{\mathrm{Var}(u-\Omega v)}{N}} .
$$

With $s=0.2$ eV and 400,000 independent points, the estimate is $-6.3220\pm0.0021$ eV⁻¹, against $-6.3229$ eV⁻¹ by quadrature. The scatter of 200 separate batches gives an error of 0.0023 eV⁻¹, which supports the formula. Points from a Markov chain are correlated, and their error must include that correlation.

## Computed results

```
hbar^2/(2 m_e) = 0.038100 eV nm^2
A = 0.5 eV, B = 0.1 eV, L = 1 nm
grid level E_0 = 0.143277 eV
grid level E_1 = 0.439296 eV
grid level E_2 = 0.752879 eV
grid level E_3 = 1.081717 eV
grid level E_4 = 1.424163 eV
six-level search: worst squared overlap = 1.000000000
six-level bound: random states with E > omega = 1781
error ratio when admixture is halved = 3.9970
energy minimum: a = 4.7429 nm^-2
energy minimum: t = 3.08864 rad
energy minimum: E = 0.143278 eV
energy minimum: weight on state 0 = 0.999999
Omega there, omega = 0.6 eV: 2.18949 1/eV
Omega minimum: a = 4.1967 nm^-2
Omega minimum: t = 3.90789 rad
Omega minimum: node at |x| = 0.35182 nm
Omega minimum: E = 0.753407 eV
Omega minimum: sigma = 0.026992 eV
Omega minimum: sigma^2 = 0.00072855 eV^2
Omega minimum: Omega = -6.322852 1/eV = -3.94641e+19 1/J
lowest possible Omega = -6.541103 1/eV
excess from spectral sum = 0.218251 1/eV
limit -1/(2 sigma) = -18.524241 1/eV
weight on state 0 = 9.479e-10
weight on state 2 = 9.996e-01
weight on state 4 = 3.365e-05
weight on state 6 = 3.551e-04
upper bound on E_2 = 0.758156 eV = 1.21470e-19 J
bound minus E_2 = 0.005277 eV
omega 0.5 eV: E 0.753406, sigma 0.026995, bound 0.756282 eV
omega 0.6 eV: E 0.753407, sigma 0.026992, bound 0.758156 eV
omega 0.7 eV: E 0.753409, sigma 0.026989, bound 0.767047 eV
fourth-moment growth, cutoff 1e-5 to 1e-6 nm: 10.090
Monte Carlo: 400000 points, guiding scale s = 0.2 eV
Monte Carlo Omega = -6.32200 +/- 0.00211 1/eV
error from scatter of 200 batches = 0.00227 1/eV
```
